\section*{Domain-Wall Mobility and the Thiele Width from Power Balance, part 1}

(Sections cited here and not found follow in the second part.)

\section{Part I: The balance law}

\subsection{What fixes the form of the answer}

A magnetic field $B$ acting on a magnetization with gyromagnetic ratio $\gamma$ supplies a rate, $\gamma B$. A wall speed is a rate times a length, so a mobility $v/B$ must contain $\gamma$ times a length. Dimensions alone do not say which length: the width read from the steepest slope, the decay length of the tails and the thickness of the track all have the right unit.

The structure of the losses selects it. Gilbert damping dissipates a power proportional to $\alpha|\partial_t\mathbf m|^2$, where $\alpha$ is the dimensionless damping constant and $\mathbf m$ the unit vector along the magnetization. If the wall moves rigidly along $x$ at speed $v$, then $|\partial_t\mathbf m|^2=v^2|\partial_x\mathbf m|^2$. The loss is therefore proportional to $\alpha v^2 I$, with
\begin{equation}
I=\int_{-\infty}^{\infty}|\partial_x\mathbf m|^2\,dx ,
\end{equation}
and $I$ has the dimension of an inverse length. The power delivered by the field is proportional to $Bv$, because the reversed volume grows in proportion to $v$. Equating a term linear in $v$ to a quadratic one gives
\begin{equation}
v=C\,\frac{\gamma B}{\alpha I},
\end{equation}
with a pure number $C$. The calculation below gives $C=2$. It also states when the balance applies and removes the root $v=0$, which a power balance alone leaves open.

\subsection{Model, signs and assumptions}

SI units are used. The magnetization is $M_s\mathbf m(\mathbf r,t)$ with constant $M_s$ and $|\mathbf m|=1$. The track is infinitely long in $x$, uniform along $x$, and has cross-section $S$. With $\gamma>0$, the Landau--Lifshitz--Gilbert (LLG) equation is
\begin{equation}
\partial_t\mathbf m=-\gamma\,\mathbf m\times\mathbf B_{\rm eff}
+\alpha\,\mathbf m\times\partial_t\mathbf m .
\label{llg}
\end{equation}
The effective field is defined by the energy change under a small variation,
\begin{equation}
\delta E=-M_s\int \mathbf B_{\rm eff}\cdot\delta\mathbf m\,dV .
\label{beff}
\end{equation}
This form presumes the natural boundary condition on the side faces, for which the surface term produced by the exchange and chiral exchange energies vanishes.

The energy is the sum of an internal part and a Zeeman part,
\begin{equation}
E=E_{\rm int}+E_Z,\qquad E_Z=-M_sB\int \mathbf e\cdot\mathbf m\,dV ,
\end{equation}
where the static uniform field is $B\mathbf e$. Correspondingly $\mathbf B_{\rm eff}=\mathbf B_{\rm int}+B\mathbf e$. The unit vector $\mathbf e$ may point along the track, across it or out of its plane. Far to the left $\mathbf m=+\mathbf e$, and far to the right $\mathbf m=-\mathbf e$, uniformly over the section. This is an assumption: dipolar fields and chiral exchange can tilt the magnetization near the side faces even inside the domains, and the law below is then only approximate. For $B>0$ the left domain is favoured, and positive $v$ means that it grows.

The internal energy may contain exchange, anisotropy, dipolar and chiral exchange terms. Two properties are required of it. First, shifting the whole pattern along $x$ does not change it, which excludes pinning sites and a varying track width. Second, the two domains have equal internal energy densities. The second property follows if reversing $\mathbf m$ everywhere leaves $E_{\rm int}$ unchanged, as it does for all the terms just named. Damping is uniform and isotropic, and no electric current or other source of torque is present.

A rigidly translating wall means a solution
\begin{equation}
\mathbf m(x,y,z,t)=\mathbf m(x-vt,y,z)
\label{rigid}
\end{equation}
of \eqref{llg} with constant $v$. A shape drawn by hand and pushed through the track is in general not such a solution, and nothing is claimed about it.

\subsection{Power lost to damping}

The time derivative of the energy follows from \eqref{beff} with $\delta\mathbf m=\partial_t\mathbf m\,dt$:
\begin{equation}
\frac{dE}{dt}=-M_s\int\mathbf B_{\rm eff}\cdot\partial_t\mathbf m\,dV .
\label{dedt}
\end{equation}
The integrand is found from two scalar products of the LLG equation. Multiplication by $\mathbf B_{\rm eff}$ removes the precession term, because $\mathbf m\times\mathbf B_{\rm eff}$ is perpendicular to $\mathbf B_{\rm eff}$:
\begin{equation}
\mathbf B_{\rm eff}\cdot\partial_t\mathbf m
=\alpha\,\mathbf B_{\rm eff}\cdot(\mathbf m\times\partial_t\mathbf m).
\label{prod1}
\end{equation}
Multiplication by $\partial_t\mathbf m$ removes the damping term for the same reason:
\begin{equation}
|\partial_t\mathbf m|^2
=-\gamma\,\partial_t\mathbf m\cdot(\mathbf m\times\mathbf B_{\rm eff}).
\end{equation}
A cyclic permutation gives $\partial_t\mathbf m\cdot(\mathbf m\times\mathbf B_{\rm eff})=\mathbf B_{\rm eff}\cdot(\partial_t\mathbf m\times\mathbf m)$, and exchanging the factors of the cross product changes the sign. Hence
\begin{equation}
|\partial_t\mathbf m|^2
=\gamma\,\mathbf B_{\rm eff}\cdot(\mathbf m\times\partial_t\mathbf m).
\label{prod2}
\end{equation}
Eliminating the triple product between \eqref{prod1} and \eqref{prod2} yields
\begin{equation}
\mathbf B_{\rm eff}\cdot\partial_t\mathbf m=\frac{\alpha}{\gamma}|\partial_t\mathbf m|^2,
\qquad
\frac{dE}{dt}=-\frac{\alpha M_s}{\gamma}\int|\partial_t\mathbf m|^2\,dV .
\label{loss}
\end{equation}
The energy falls whenever the magnetization moves. This statement holds for any motion under \eqref{llg} in a static field, rigid or not.

\subsection{Power delivered by the field}

For the rigid motion \eqref{rigid} the chain rule gives $\partial_t\mathbf m=-v\,\partial_x\mathbf m$. The internal energy does not change, since the pattern is merely shifted and the domain that grows has the same internal energy density as the one that shrinks. The Zeeman energy changes at the rate
\begin{align}
\frac{dE_Z}{dt}&=-M_sB\int\mathbf e\cdot\partial_t\mathbf m\,dV
=M_sBv\int\partial_x(\mathbf e\cdot\mathbf m)\,dV \nonumber\\
&=M_sBvS\,[(-1)-(+1)]=-2M_sBSv .
\label{zeeman}
\end{align}
The factor 2 is the change of $\mathbf e\cdot\mathbf m$ across the wall. In a time $dt$ the volume $Sv\,dt$ is reversed, and each unit of this volume releases $2M_sB$.

\subsection{The Thiele width and the mobility}

Define the Thiele width $\Delta_T$ by
\begin{equation}
\frac1{\Delta_T}=\frac1{2S}\int|\partial_x\mathbf m|^2\,dV .
\label{width}
\end{equation}
With $|\partial_t\mathbf m|^2=v^2|\partial_x\mathbf m|^2$, the loss \eqref{loss} becomes
\begin{equation}
\frac{dE}{dt}=-\frac{\alpha M_s}{\gamma}\,v^2\,\frac{2S}{\Delta_T}.
\end{equation}
Since the internal part is constant, this must equal \eqref{zeeman}:
\begin{equation}
2M_sBSv=\frac{2\alpha M_sS}{\gamma\Delta_T}\,v^2 .
\label{balance}
\end{equation}
For $v\neq0$, division by $2M_sSv$ gives
\begin{equation}
v=\frac{\gamma\Delta_T}{\alpha}\,B .
\label{law}
\end{equation}

Equation \eqref{balance} is also satisfied by $v=0$. To exclude that root, a force balance is derived without dividing by $v$. Taking $\mathbf m\times$ of the LLG equation, and using $\mathbf m\times(\mathbf m\times\mathbf a)=\mathbf m(\mathbf m\cdot\mathbf a)-\mathbf a$ together with $\mathbf m\cdot\partial_t\mathbf m=0$, one finds
\begin{equation}
\mathbf m\times\partial_t\mathbf m
=\gamma\left[\mathbf B_{\rm eff}-\mathbf m(\mathbf m\cdot\mathbf B_{\rm eff})\right]
-\alpha\,\partial_t\mathbf m .
\end{equation}
Now take the scalar product with $\partial_x\mathbf m$, which is perpendicular to $\mathbf m$. On the left, $\partial_t\mathbf m=-v\partial_x\mathbf m$ makes the product $-v(\mathbf m\times\partial_x\mathbf m)\cdot\partial_x\mathbf m=0$. What remains is
\begin{equation}
\gamma\,\mathbf B_{\rm eff}\cdot\partial_x\mathbf m=-\alpha v\,|\partial_x\mathbf m|^2 .
\label{forcedensity}
\end{equation}
Integrate over the track. A shift of the pattern by a small distance $s$ is the variation $\delta\mathbf m=-s\,\partial_x\mathbf m$, and it leaves $E_{\rm int}$ unchanged, so $\int\mathbf B_{\rm int}\cdot\partial_x\mathbf m\,dV=0$. The applied field contributes $B\int\partial_x(\mathbf e\cdot\mathbf m)\,dV=-2BS$. Hence
\begin{equation}
-2\gamma BS=-\alpha v\,\frac{2S}{\Delta_T},
\label{force}
\end{equation}
which is \eqref{law} again. If $B\neq0$, then $v=0$ contradicts \eqref{force}: under the stated assumptions no wall can stand still in a field. Multiplied by $M_s/\gamma$, the two sides of \eqref{force} are the field force $2M_sBS$ and the viscous drag $2\alpha M_sSv/(\gamma\Delta_T)$, apart from a common sign.

\subsection{What the law says and does not say}

A broad wall is fast because each spin then turns more slowly at a given wall speed. For a wall of fixed shape stretched by a factor $c$, the squared gradient falls by $c^2$ while the volume involved grows by $c$. The loss at fixed $v$ falls by $c$, and the speed at fixed field rises by $c$.

Gradients across the section do not enter \eqref{width} directly. A plane wall whose normal makes an angle $\chi$ with $x$ shows why this is right. Let its profile be $\mathbf f(\xi)$ with $\xi=x\cos\chi+y\sin\chi$, and neglect what happens at the side faces. Then $|\partial_x\mathbf m|^2=\cos^2\!\chi\,|\mathbf f'|^2$ and $dx=d\xi/\cos\chi$, so $1/\Delta_T$ is $\cos\chi$ times its value for $\chi=0$. The speed along the track is larger by $1/\cos\chi$, while the speed along the wall normal, $v\cos\chi$, is unchanged, as it must be for the same wall viewed from a tilted axis.

If the wall has the opposite polarity, with $-\mathbf e$ on the left, the bracket in \eqref{zeeman} changes sign and $v=-\gamma\Delta_TB/\alpha$. Neighbouring walls on a track have alternating polarity, so a uniform field drives them towards or away from each other. It cannot shift a stored pattern of domains as a whole. In a racetrack the field mobility thus serves to characterize $\Delta_T/\alpha$; the shifting needs another drive, whose torque would have to be added to \eqref{llg}.

The width in \eqref{law} belongs to the moving wall. If the field deforms the wall, $\Delta_T$ depends on $B$ and the slope of the speed curve is
\begin{equation}
\frac{dv}{dB}=\frac{\gamma}{\alpha}\left(\Delta_T+B\frac{d\Delta_T}{dB}\right).
\label{slope}
\end{equation}
If $\alpha$ is known, the chord $v/B$ gives $\Delta_T$ at that field; the slope $dv/dB$ does so only where the second term is negligible. Nor does the law guarantee that a rigid solution exists at a given field.

\subsection{Evaluating the width from computed profiles}

For magnetization data on a grid with cell volume $\delta V$, the definition becomes
\begin{equation}
\Delta_T\simeq\frac{2S}{\sum_i|(D_x\mathbf m)_i|^2\,\delta V},
\label{discrete}
\end{equation}
where $D_x$ is a difference formula for $\partial_x$ and all three components of $\mathbf m$ are included. The sum must cover the tails and exclude other walls. Noise of zero mean that is uncorrelated with the wall adds a positive mean contribution to the sum, so it biases $\Delta_T$ downwards, and more so the longer the stretch of domain included.

\subsection{Numerical test of the law}

The law was tested by integrating the one-dimensional LLG equation in time, starting from walls at rest. Let $m_s,m_h,m_e$ be the components along a soft, a hard and the easy direction. Lengths are in units of $\sqrt{A/K}$, fields in units of $B_K=2K/M_s$ and times in units of $1/(\gamma B_K)$, where $A$ is the exchange stiffness and $K$ the easy-axis constant. The energy density divided by $K$ is
\begin{align}
\varepsilon={}&|\partial_x\mathbf m|^2+(1-m_e^2)+\kappa(1-m_e^2)^2+q\,m_h^2 \nonumber\\
&+d\,(m_e\partial_xm_s-m_s\partial_xm_e)-2h\,m_e ,
\label{reduced}
\end{align}
with $h=B/B_K$. The last coefficient follows from $M_sB/K=2h$. Dividing \eqref{law} by the speed unit $\gamma B_K\sqrt{A/K}$ gives the reduced law $v=h\Delta_T/\alpha$.

All runs had $\alpha=0.2$ and $q=1$. The quartic walls had $\kappa=2$ and the chiral wall $d=-0.5$; these constants were zero otherwise. The speed was read from the motion of the point $m_e=0$, and the width from the gradient integral of the final profile.

\begin{center}
\begin{tabular}{lcccc}
wall & $h$ & $\Delta_T$ & $v$ & $h\Delta_T/\alpha$\\
Walker & 0.06 & 0.953 & 0.2860 & 0.2860\\
quartic & 0.06 & 0.647 & 0.1940 & 0.1941\\
chiral & 0.06 & 0.977 & 0.2931 & 0.2931\\
quartic & 0.01 & 0.660 & 0.0330 & 0.0330\\
Walker & 0.01 & 0.999 & 0.0499 & 0.0499\\
precessing & 0.20 & 0.877 & 0.158 & 0.877
\end{tabular}
\end{center}

In the first five runs the internal energy changed by less than 1\% of the Zeeman energy released over the measuring interval, and the Gilbert loss equalled the Zeeman power within 0.5\%. In the last run the motion is not rigid: after the displacement is removed, two profiles from different times still differ by as much as 1.72 in a component of $\mathbf m$. Evaluated with the width of the final profile, the formula gives 5.6 times the mean speed over the measuring interval; the factor depends on the instant chosen, because the width varies during the precession.

\section{Part II: Explicit walls and a nickel-iron strip}

\subsection{Symbols and results carried over}

A track of cross-section $S$ carries a wall between $\mathbf m=+\mathbf e$ on the left and $\mathbf m=-\mathbf e$ on the right. The field $B$ points along $\mathbf e$, the damping constant is $\alpha$, the magnetization $M_s$ and the gyromagnetic ratio $\gamma>0$. The exchange stiffness is $A$ and the easy-axis constant $K$. For rigid motion in a uniform track,
\begin{equation}
v=\frac{\gamma\Delta_T}{\alpha}B,\qquad
\frac1{\Delta_T}=\frac1{2S}\int|\partial_x\mathbf m|^2dV .
\label{law2}
\end{equation}
The drag force is $2\alpha M_sSv/(\gamma\Delta_T)$ and the field force $2M_sBS$. In reduced units, length is measured in $\sqrt{A/K}$, field in $B_K=2K/M_s$ and time in $1/(\gamma B_K)$; then $h=B/B_K$.

A wall that moves rigidly along a uniform track has speed $v=\gamma\Delta_TB/\alpha$, where the Thiele width $\Delta_T$ is set by the gradient integral of the moving wall; five simulated steady walls agree with this law, and a precessing one lies outside it. It remains to find $\Delta_T$ and the limits of steady motion for explicit walls, and to apply the law to a nickel-iron strip.
